# Nonionizing Energy Loss from the Recoil Spectrum and Damage Partition

**Q:** A fast ion loses energy to electrons and to atoms. Why not call the second part the nonionizing energy loss and stop there?

**A:** Because a struck atom becomes a moving ion itself, and it also excites electrons. Suppose it receives kinetic energy \(T\). It hits other atoms, they hit more, and when this cascade has come to rest the energy has gone two ways:

\[
T=\eta(T)+\nu(T).
\]

Here \(\eta\) is the mean energy given to electrons by all atoms of the cascade. The damage energy \(\nu\) is the mean energy left in atomic motion and in defects. The damage partition fraction is

\[
Q(T)=\frac{\nu(T)}{T}=1-\frac{\eta(T)}{T}.
\]

The nonionizing energy loss, NIEL, is the damage energy produced per unit path of the projectile. It excludes the projectile's own loss to electrons and also the recoils' loss to electrons.

**Q:** Cascades fluctuate strongly. How can a smooth function \(Q(T)\) give the loss?

**A:** Only a mean is claimed. Take a layer \(dx\) so thin that the projectile energy \(E\) is constant in it. The target is random and monatomic, with \(n\) atoms per volume. If \(d\sigma/dT\) is the cross-section per unit recoil energy, the expected number of recoils between \(T\) and \(T+dT\) is

\[
n\,dx\,\frac{d\sigma}{dT}\,dT .
\]

Each leaves a mean damage energy \(\nu(T)=TQ(T)\). The mean of a sum is the sum of the means, whatever the fluctuations, so adding all recoil energies and dividing by \(dx\) gives

\[
S_{\rm NI}=n\int_{T_{\min}}^{T_{\max}}T\,Q(T)\,\frac{d\sigma}{dT}\,dT .
\]

Two conditions enter. The partition must depend on \(T\) alone, or already be averaged over recoil direction. Cascades must also stay inside the material and not overlap in time, so that their energies add. Division by the mass density \(\rho\) gives the mass form \(S_{\rm NI}/\rho\).

**Q:** What fixes the lower limit?

**A:** A convention. With \(T_{\min}=0\) the integral counts all energy left with atoms, including weak recoils that only shake the lattice. For displacement damage one sets \(T_{\min}=T_d\), the energy needed to displace an atom. I use that convention below, and the part left out must then be sized.

**Q:** You need a recoil spectrum. Where does it come from?

**A:** From kinematics and a scattering law. Let the projectile have mass \(M_1\) and speed \(v\), and let the target atom have mass \(M_2\) and be at rest. The centre of mass moves at \(V=M_1v/(M_1+M_2)\). In its frame the target atom has speed \(V\) before and after an elastic collision, and its velocity turns by the scattering angle \(\theta\). Its laboratory velocity afterwards is the difference between two vectors of length \(V\) at angle \(\theta\), with squared length \(2V^2(1-\cos\theta)=4V^2\sin^2(\theta/2)\). Therefore

\[
T=\tfrac12M_2\,4V^2\sin^2\tfrac{\theta}{2}
=T_{\max}\sin^2\tfrac{\theta}{2},\qquad
T_{\max}=\frac{4M_1M_2}{(M_1+M_2)^2}E .
\]

**Q:** And the scattering law?

**A:** For a fast light ion, take the repulsion \(C/r^2\) between bare nuclei, with \(C=Z_1Z_2e^2\) in Gaussian notation. Let \(b\) be the impact parameter and \(\mu\) the reduced mass. The relative momentum \(\mu v\) turns by \(\theta\), so it changes by \(2\mu v\sin(\theta/2)\), along the symmetry axis of the orbit. Measure the polar angle \(\varphi\) from that axis. It runs from \(-(\pi-\theta)/2\) to \((\pi-\theta)/2\), and conservation of angular momentum, \(r^2\dot\varphi=vb\), gives \(dt/r^2=d\varphi/(vb)\). The impulse along the axis is then

\[
2\mu v\sin\tfrac{\theta}{2}
=\int\frac{C\cos\varphi}{r^2}\,dt
=\frac{C}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi
=\frac{2C}{vb}\cos\tfrac{\theta}{2}.
\]

Hence \(\tan(\theta/2)=C/(\mu v^2b)=d/(2b)\), where \(d=C/(\tfrac12\mu v^2)\) is the head-on distance of closest approach. Squaring, and using \(\cot^2=1/\sin^2-1\),

\[
\pi b^2=\frac{\pi d^2}{4}\left(\frac{T_{\max}}{T}-1\right)
=K\left(\frac1T-\frac1{T_{\max}}\right),\qquad K=\frac{\pi d^2T_{\max}}4 .
\]

Since \(\tfrac12\mu v^2=EM_2/(M_1+M_2)\), inserting \(d\) and \(T_{\max}\) gives

\[
K=\pi\frac{M_1}{M_2}\frac{Z_1^2Z_2^2e^4}{E}.
\]

**Q:** That is an area. How does it become a spectrum, and where does the sign go?

**A:** A smaller \(b\) gives a larger \(T\), so \(\pi b^2\) is the cross-section for recoils above \(T\). The spectrum is minus its derivative:

\[
\frac{d\sigma}{dT}=-\frac{d(\pi b^2)}{dT}=\frac K{T^2},
\qquad
S_{\rm NI}=nK\int_{T_d}^{T_{\max}}Q(T)\,\frac{dT}{T}.
\]

Equal logarithmic intervals of \(T\) carry equal transferred energy, and \(Q\) decides how much of it counts. For \(Q=1\) the integral is \(\ln(T_{\max}/T_d)\), which gives the whole nuclear energy transfer above threshold.

**Q:** Is the logarithm general?

**A:** No. It belongs to Coulomb scattering. If scattering is isotropic in the centre-of-mass frame, with total cross-section \(\sigma_0\), then \(\cos\theta\) is uniformly distributed. Since \(T\) is linear in \(\cos\theta\), the spectrum is flat, \(d\sigma/dT=\sigma_0/T_{\max}\), and

\[
S_{\rm NI}=\frac{n\sigma_0}{T_{\max}}\int_{T_d}^{T_{\max}}T\,Q(T)\,dT .
\]

For \(Q=1\) and \(T_d\ll T_{\max}\) this tends to \(n\sigma_0T_{\max}/2\). Three quarters of the transferred energy then comes from recoils above \(T_{\max}/2\), because \(\int_{1/2}^1 2u\,du=3/4\). The same \(Q(T)\) is thus sampled at much higher energies.

**Q:** So far \(Q\) is a name. How is it calculated?

**A:** By an energy balance for one recoil moving among atoms of its own kind. Let it cross \(dN\) atoms per unit area. Electronic drag takes \(S_e\,dN\). Collisions that transfer less than a cutoff \(E_c\) are treated as a smooth loss to the lattice, \(S_<\,dN\), with \(S_<=\int_0^{E_c}T'd\sigma\). Harder collisions leave two atoms, with energies \(T'\) and \(T-T'\). Lattice binding is neglected. The final electronic energy is therefore

\[
\begin{aligned}
\eta(T)={}&S_e\,dN+\Bigl(1-dN\!\int_{E_c}^{T}\! d\sigma\Bigr)\,
\eta\bigl(T-(S_e+S_<)dN\bigr)\\
&+dN\int_{E_c}^{T}d\sigma\,[\eta(T-T')+\eta(T')].
\end{aligned}
\]

To first order, \(\eta(T-(S_e+S_<)dN)=\eta(T)-(S_e+S_<)\eta'(T)\,dN\). The terms \(\eta(T)\) without \(dN\) cancel, and division by \(dN\) leaves

\[
(S_e+S_<)\,\eta'(T)=S_e+\int_{E_c}^{T}d\sigma\,
[\eta(T-T')+\eta(T')-\eta(T)].
\]

Atoms at or below \(E_c\) are assumed to give nothing more to electrons, so \(\eta=0\) there. The right side needs \(\eta\) only at energies up to \(T\), so the equation can be solved upward from \(E_c\).

**Q:** Which stopping laws go in?

**A:** Two models, which I adopt rather than derive. The Lindhard–Scharff drag for equal atoms of atomic number \(Z\) is proportional to the speed \(u\) of the recoil:

\[
S_e=\frac{8\pi e^2a_0Z^{7/6}}{2^{3/2}}\frac{u}{v_0},
\]

with \(a_0\) the Bohr radius and \(v_0=e^2/\hbar\). The nuclear law is the Thomas–Fermi scaled cross-section

\[
d\sigma=\pi a^2\frac{f(x)}{x^2}dx,\qquad
x=\frac{a\sqrt{TT'}}{2Z^2e^2},\qquad
a=\frac{0.8853\,a_0}{\sqrt2\,Z^{1/3}},
\]

\[
f(x)=\lambda x^{1/3}\bigl[1+(2\lambda x^{4/3})^{2/3}\bigr]^{-3/2},
\qquad \lambda=1.309 .
\]

At small \(x\), \(f\propto x^{1/3}\). Since \(T'\propto x^2/T\) and the largest \(x\) is proportional to \(T\), the nuclear stopping varies as \(T^{-1}\int f\,dx\propto T^{-1}T^{4/3}=T^{1/3}\). The drag varies as \(T^{1/2}\). Their ratio grows as \(T^{1/6}\), so in this regime harder recoils lose a larger fraction to electrons and \(Q\) falls slowly.

**Q:** Put in numbers.

**A:** Take 2.0 MeV protons entering a 1 µm surface layer of zirconium, with a density of 6.5 g/cm³, \(T_d=40\) eV and \(E_c=10\) eV. Then \(n=42.91\) nm⁻³, \(T_{\max}=86.42\) keV and \(K=5.754\times10^{-5}\) eV nm². The computed \(Q\) is 0.95 at 100 eV, 0.90 at 1 keV, 0.83 at 10 keV and 0.73 at \(T_{\max}\). The transfer above threshold is

\[
nK\ln\frac{T_{\max}}{T_d}
=42.91\times5.754\times10^{-5}\times7.678
=0.01896\ \text{eV/nm}.
\]

The mean of \(Q\) over \(\ln T\) is 0.8707, so

\[
S_{\rm NI}=0.8707\times0.01896=0.0165\ \text{eV/nm},
\]

or 25.4 keV cm²/g. The remaining 0.00245 eV/nm is ionization by recoils in this model. As a small remainder it depends much more on the cutoff \(E_c\) than the NIEL does: a NIEL lower by 7% would raise it by almost half.

**Q:** Why not evaluate \(Q\) once, at the mean recoil energy?

**A:** The mean recoil above threshold has only 307 eV, because soft recoils are the most numerous. Energy is distributed differently. Half of the transferred energy comes from recoils above \(\sqrt{T_dT_{\max}}\approx1.9\) keV, the midpoint in \(\ln T\), where \(Q\) is smaller. Taking \(Q\) at the mean recoil energy overestimates the NIEL by 6.6% here.

**Q:** The balance equation and the final integral could share a mistake. Was either tested separately?

**A:** Yes. Deflection angles from numerical quadrature of the classical orbit integral, at impact parameters from 0.1 to 20 times \(d\), reproduce the Coulomb area law to a relative error of \(3\times10^{-11}\). A Monte Carlo calculation then drew 40,000 impact parameters, spread evenly over the area that gives recoils above threshold. It followed every cascade through its individual collisions with transfers above \(E_c\), treated softer ones as the smooth loss \(S_<\), and added up the energy lost to electrons. It gave a NIEL of 0.01650 eV/nm, against 0.01651 from the integral, and a recoil ionization of 0.00246 eV/nm, against 0.00245. Both routes use the same stopping laws, the same cutoff and the same smooth soft loss, so the agreement tests the balance equation and the final integral, not those choices.

**Q:** Then how much do the model choices matter?

**A:** With all else fixed, including the 10 eV cutoff, 20% more drag lowers the NIEL by 2.5%, and 20% less raises it by 2.6%. The cutoff removes the drag on slow atoms, so these two figures understate the sensitivity of a model without it. A threshold of 30 eV raises it by 4.2%, and one of 50 eV lowers it by 3.2%. The cutoff needs more care. Changing \(E_c\) to 2 eV lowers the NIEL by 1.8%, and changing it to 30 eV raises it by 1.6%, but these small shifts do not bound the effect of removing the cutoff.

**Q:** Why not, if a fivefold reduction changes so little?

**A:** Because the dropped electronic loss disappears slowly. In the low-energy regime its share scales as the stopping ratio, \(E_c^{1/6}\). Write the relative shift as \(cE_c^{1/6}\), with \(E_c\) in eV. The change from 10 to 2 eV gives

\[
c\,(10^{1/6}-2^{1/6})=0.345\,c=1.77\%,\qquad c\approx5.1\%.
\]

Extrapolation to \(E_c=0\) then lowers the NIEL by about \(5.1\%\times10^{1/6}\approx7.5\%\). The same law predicts a rise of 1.5% for 30 eV, close to the computed 1.6%.

The Robinson fit to the Lindhard partition, which has no such cutoff, is

\[
Q=\frac1{1+kg},\qquad
g=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon,
\]

with \(\varepsilon=aT/(2Z^2e^2)\) and \(k=0.1638\) here. It gives a NIEL 7.1% lower than the cutoff model. The extrapolated reduction of 7.5% is large enough to account for this whole difference, but it is an estimate and not a separate solution at \(E_c=0\). Whether very slow atoms feel the same drag law is a physical question that this model does not settle.

**Q:** You ignored the electrons around the target nucleus when the proton scatters.

**A:** Above threshold that is a small error. A recoil of 40 eV requires an impact parameter of only 0.68 pm, deep inside the atom. Replacing the bare repulsion by the Ziegler–Biersack–Littmark universal screened potential lowers the NIEL by 0.7%.

Below threshold, screening is essential, since the Coulomb integral diverges logarithmically as \(T_{\min}\to0\). With the screened potential, and impact parameters out to the radius of a sphere holding one atom, the subthreshold transfer is 79% of the displacement NIEL. This estimate treats each atom as free and counts all the transferred energy. So a NIEL that includes lattice heating by weak recoils is a very different number from one that starts at \(T_d\), and the lower limit has to be quoted with the value.

**Q:** How does this compare with a real irradiation?

**A:** Protons of about 2 MeV are used to imitate reactor damage in structural metals, and the density and threshold here are rough typical values for zirconium. A real beam slows down, which breaks the assumption of constant energy. An uncorrected Bethe estimate, with a rough mean excitation energy of 400 eV, gives an electronic stopping of 49 eV/nm. This is about 3000 times the NIEL. The proton loses about 49 keV in the layer, and the NIEL at mid-depth is 1.1% above its surface value. Much deeper, the constant-energy result no longer serves, and \(S_{\rm NI}\) must be recalculated at the local energy.

At a fluence of \(10^{18}\) cm⁻², or \(10^4\) nm⁻², the NIEL per atom of \(3.85\times10^{-4}\) eV nm² gives 3.8 eV of damage energy per atom. At 40 eV per displacement, this could pay for at most about one displacement per ten atoms. The standard Norgett–Robinson–Torrens count, \(0.8\nu/(2T_d)\) per recoil and one displacement for weak recoils above threshold, gives about 0.04 per atom. That is a light exposure; a study aiming at several displacements per atom needs a fluence at least tens of times higher.

**Q:** Does an operating temperature near 600 K change the result?

**A:** It hardly changes the mean energy transfer. The mean thermal kinetic energy is only \(E_{\rm th}=0.08\) eV. An atom's thermal velocity along the recoil direction does shift a single 40 eV recoil by about \(\sqrt{4TE_{\rm th}/3}\approx2\) eV, but up as often as down, so the shifts nearly cancel in the mean. Temperature can change what survives. Defects migrate and recombine during irradiation and annealing, and NIEL contains none of that. Equal damage energies therefore need not leave equal defect populations.

**Q:** Where else would the proton calculation fail?

**A:** At higher energy, nuclear forces and relativity enter. Here the head-on distance is 29 fm, against a rough nuclear contact distance of 7 fm, and using the relativistic speed raises \(K\) by 0.3%. In a single crystal, a beam nearly parallel to an atomic row can be steered away from close collisions. A simple estimate for a static row with 0.32 nm spacing gives a critical angle of about 0.8°, and thermal vibration lowers it. The random-target assumption then fails, and the recoil spectrum must be recalculated for the actual paths. The numerical output below lists the inputs and the size of each change.

## Values computed for the example and the checks

```
Proton energy: 2.0 MeV
Zr atomic mass: 91.224 u; density: 6.5 g/cm^3
Atomic density: 42.91 nm^-3
Displacement threshold: 40 eV; cascade cutoff: 10 eV
Largest recoil energy: 86.42 keV
Coulomb coefficient K: 5.7542e-05 eV nm^2
Head-on distance: 29.1 fm
Impact parameter at threshold: 0.677 pm
Mean recoil energy above threshold: 307.3 eV
Reduced drag coefficient k: 0.1638
Q at 100 eV: 0.9519; Robinson fit: 0.8803
Q at 1000 eV: 0.8984; Robinson fit: 0.8331
Q at 10000 eV: 0.8257; Robinson fit: 0.7694
Q at 86415 eV: 0.7267; Robinson fit: 0.6815
Log energy range ln(Tmax/Td): 7.6780
Energy-weighted mean Q: 0.8707
Recoil energy transfer: 0.01896 eV/nm
Ionization by recoils: 0.00245 eV/nm
NIEL per atom: 3.8467e-04 eV nm^2
NIEL: 0.01651 eV/nm
NIEL, mass form: 25.39 keV cm^2/g
Fluence: 1.0e+18 cm^-2
Damage energy: 3.847 eV/atom
Largest Coulomb-law error: 2.9e-11
Impact-integral difference: 0.0000 %
Monte Carlo primary recoils: 40000
Monte Carlo NIEL: 0.01650 eV/nm
Monte Carlo recoil ionization: 0.00246 eV/nm
Change if Q is taken at mean recoil: +6.56 %
Change from screening: -0.70 %
Subthreshold transfer / NIEL: 78.6 %
Change for threshold 30 eV: +4.18 %
Change for threshold 50 eV: -3.23 %
Change for cascade cutoff 2 eV: -1.77 %
Change for cascade cutoff 30 eV: +1.58 %
Change for drag +20 %: -2.50 %
Change for drag -20 %: +2.64 %
Change with Robinson fit: -7.11 %
Rough mean excitation energy: 400 eV
Proton electronic stopping, Bethe: 49.0 eV/nm
Layer: 1.0 um; energy loss: 49.0 keV
NIEL change at mid-layer: +1.11 %
Relativistic change of K: +0.32 %
Rough nuclear contact distance: 6.6 fm
Rough channelling angle, 0.32 nm row: 0.77 degrees
Thermal energy 1.5 kT at 600 K: 0.078 eV
```
